# Ion Shadowing in a Narrow Trench under a Slightly Tilted Beam

## Question

A long trench is being etched with argon ions. Its walls are flat and vertical, its width is $w=100$ nm, and its depth is $H=6000$ nm, measured from the top of the mask to the floor. The aspect ratio is $A=H/w=60$. The ions have energy $E=2000$ eV and arrive as a parallel beam. The beam is tilted by $\theta=0.5^\circ$ from the trench axis, in the plane of the trench's cross-section.

In parts (a) to (c), ions travel in straight lines and stop at the first surface they meet. A floor point is called *geometrically shadowed* if no ion of this direct beam can reach it.

**(a)** Show that about 52 percent of the floor is geometrically shadowed.

**(b)** At what tilt is the whole floor shadowed? How does the shadow respond to a small change of tilt, and what happens if the beam leans partly along the trench?

**(c)** Where do the missing ions go, and what is the ion flux on the lit part of the floor?

**(d)** Suppose instead that the walls reflect ions like perfect mirrors. How much of the floor is still dark?

**(e)** The ions have a transverse temperature $T=0.05$ eV. Find the direct flux along the floor and say what becomes of the shadow edge.

**(f)** The walls charge up, so that a voltage $U=0.2$ V stands across the trench. Treating the field as uniform, find the new shadowed fraction for either sign of the voltage.

**(g)** The trench narrows evenly to a centred floor of width $b=80$ nm, with the mouth still 100 nm wide. Find the shadowed fraction of this floor, without charging.

**(h)** The beam is formed in a sheath with a voltage drop of 2000 V. The plasma density at the sheath edge is $n_s=10^{11}$ cm$^{-3}$, the electron temperature is 3 eV, and the gas is at 10 mTorr and 300 K. The charge-exchange cross-section is $4\times10^{-15}$ cm$^2$. Estimate the share of ions that collide in the sheath, and judge how well the model describes a real etch.

## Model answers

### (a) The shadowed fraction

Let $x$ run across the trench, from the near wall at $x=0$ to the far wall at $x=w$. The beam drifts towards positive $x$ as it descends. While an ion falls through the depth $H$, it moves sideways by $H\tan\theta$, because $\tan\theta$ is the ratio of its sideways to its downward velocity. An ion that lands at $x$ therefore crossed the plane of the mouth at

$$x_0=x-H\tan\theta .$$

To have entered the trench it must have passed through the opening, $0<x_0<w$. The upper condition holds for every floor point, since $x<w$ and the subtracted term is positive. The lower condition gives

$$x>H\tan\theta .$$

This is also sufficient. The path is straight, and both its ends lie between the two vertical walls, so all of it does. The shadow is thus a strip of width $H\tan\theta$ beside the near wall, unless this length exceeds $w$, in which case the whole floor is dark. Dividing by $w$, and allowing for a tilt of either sign, we find

$$f=\min\left(1,\;A\,|\tan\theta|\right).$$

For the numbers given, $\theta=0.0087266$ rad and $\tan\theta=0.0087269$. The shadow is $6000\times0.0087269=52.36$ nm wide, and

$$f=\frac{52.36}{100}=0.5236 .$$

About 52 percent of the floor is shadowed, and the remaining 47.64 nm is lit. Replacing $\tan\theta$ by $\theta$ changes $f$ only in the fifth decimal place.

The result can be checked without the formula. Take 40,000 evenly spaced floor points, draw from each the line back towards the source, and count the lines that meet a wall. The shadowed share found in this way is 0.52360.

Half a degree is a small angle, but the trench multiplies the sideways drift per unit depth by its aspect ratio. The ion energy does not enter, because a straight path depends on direction alone.

### (b) Full shadow, sensitivity and direction of tilt

The whole floor is dark once $H\tan\theta=w$, that is, when

$$\tan\theta=\frac1A=\frac1{60},\qquad \theta=0.955^\circ .$$

Below this angle, and for positive tilt,

$$\frac{df}{d\theta}=\frac{A}{\cos^2\theta}\approx A ,$$

with $\theta$ in radians. An error of $0.1^\circ$ in the tilt thus moves the shadow edge by about 0.105 of the trench width. The shadowed fraction is 0.105 at $0.10^\circ$, 0.262 at $0.25^\circ$ and 0.785 at $0.75^\circ$. At fixed tilt and width, $f$ is proportional to depth until the whole floor is dark, so the shadow widens as the etch proceeds.

Now let the horizontal direction of the tilt make an angle $\psi$ with the cross-trench direction. The total sideways displacement is still $H\tan\theta$, but its component across the trench is $H\tan\theta\cos\psi$. Repeating the argument of part (a) with this component gives

$$f=\min\left(1,\;A\,|\tan\theta\cos\psi|\right).$$

A beam that leans purely along the trench, $\psi=90^\circ$, casts no shadow from the long walls. It does cast one from the end wall, of length $H\tan\theta$, which is a negligible part of the floor if the trench is much longer than that.

### (c) Where the ions go

Ions enter uniformly over $0<x_0<w$. Those with $x_0<w-H\tan\theta$ reach the floor directly. The others strike the far wall first. Their share of all entering ions is

$$\frac{H\tan\theta}{w}=f ,$$

again for $f\le1$. In the example, 52.4 percent of the entering ions strike the far wall and 47.6 percent reach the floor directly.

An ion that enters at $x_0$ meets the far wall at a depth $(w-x_0)/\tan\theta$ below the mouth. As $x_0$ runs from $w$ down to $w-H\tan\theta$, this depth runs uniformly from 0 to $H$. The far wall is therefore hit along its full height, while the near wall receives no direct ions.

On the lit floor, every interval $dx$ receives the ions that crossed an equal interval $dx_0=dx$ of the mouth. The local flux there equals the flux through the mouth. The average over the whole floor falls to $1-f=0.476$ of the mouth flux, but this average conceals a sharp division: one strip receives the full flux and the other receives none.

### (d) Perfectly reflecting walls

Ions meet the far wall at only half a degree from its surface, so forward reflection is a serious possibility. A perfect mirror reverses the sideways velocity and leaves the downward velocity unchanged.

Without the wall, an ion entering at $x_0$ would land at $x_0+fw$. If this exceeds $w$, reflection folds the landing point back to

$$x=2w-(x_0+fw).$$

The ions concerned have $(1-f)w<x_0<w$. At the lower end of this range the landing point is $x=2w-w=w$. At the upper end it is $x=2w-(w+fw)=(1-f)w$. The reflected ions therefore cover

$$(1-f)w<x<w$$

with the same density as at the mouth, since folding does not stretch the interval. For $f\le1$ no landing point is folded below zero, so there is no second reflection.

The original shadow is $0<x<fw$. Two cases follow.

- If $f\le\tfrac12$, the reflected ions begin at $(1-f)w\ge fw$. They miss the shadow, and the dark fraction remains $f$.
- If $f>\tfrac12$, they cover the part of the shadow between $(1-f)w$ and $fw$. The dark fraction falls to $1-f$.

Both cases are contained in

$$f_{\rm dark}=\min(f,\,1-f).$$

Here $f_{\rm dark}=0.4764$. Perfect mirrors refill just $0.5236-0.4764=0.0472$ of the floor, a strip less than 5 nm wide. From $x=fw$ to the far wall, direct and reflected ions overlap and the flux is twice that at the mouth. The ion balance closes: the single-flux strip contributes $2f-1$ and the double-flux strip $2(1-f)$, which add up to 1.

At this tilt, mirror reflection thus does little to repair the shadow: most of the reflected ions land on the strip that was already lit. This is not a limit on what real walls can do. An ion that leaves the wall at a larger angle to it than the one at which it arrived travels further towards the near side, so scattering from rough walls can put ions deeper into the shadow.

### (e) Thermal spread of the beam

The transverse velocity of the ions has a standard deviation $\sqrt{T/M}$, where $M$ is the ion mass and $T$ is expressed as an energy. The downward velocity is $\sqrt{2E/M}$, with $\cos\theta$ set to 1. Dividing, we obtain the standard deviation of the slope, and multiplying by $H$ gives that of the landing position:

$$s_\theta=\sqrt{\frac{T}{2E}},\qquad \sigma=H\sqrt{\frac{T}{2E}} .$$

With $T=0.05$ eV and $E=2000$ eV, the angular spread is $0.203^\circ$ and $\sigma=21.2$ nm.

Let $t$ be the slope of a particular ion, normally distributed about $\tan\theta$. It can reach $x$ directly if it entered through the mouth, $0<x-Ht<w$, which means

$$\frac{x-w}{H}<t<\frac{x}{H}.$$

The probability of this range is the local flux relative to the mouth flux. With $\Phi$ the cumulative normal distribution,

$$F(x)=\Phi\!\left(\frac{x-H\tan\theta}{\sigma}\right)-\Phi\!\left(\frac{x-w-H\tan\theta}{\sigma}\right).$$

The first term describes the cut made by the near lip, and the second the cut made by the far lip. At the old shadow edge, $x=H\tan\theta$, the first term is $\tfrac12$. The second is $\Phi(-w/\sigma)=\Phi(-4.7)$, which is negligible. The flux there is 0.500. It is 0.007 at the near wall and 0.981 at the far wall.

The sharp edge has become a gradual slope, but the point of half flux has not moved. The statement "52 percent is shadowed" now means that 52 percent of the floor receives less than half of the open flux.

The floor-averaged direct flux is 0.4764 both with and without the spread. To see why, consider the ions of one slope $t$. The share of them that reaches the floor is $1-A|t|$, or zero if this is negative. Between $t=0$ and $t=1/A$ the share is linear in $t$, so slopes above and below the mean compensate. The kinks at the two ends lie $52.36/21.2\approx2.5$ and $47.64/21.2\approx2.2$ standard deviations from the mean. Ions beyond the first kink lower the average compared with the linear law, and ions beyond the second raise it. The two small corrections nearly cancel here. Close to zero tilt or to full shadow, one kink would lie near the mean and the average would change.

### (f) Charged walls

Take the far wall as positive first. The field $U/w$ pushes ions back towards the near wall with acceleration $eU/(wM)$. The time of fall is $H/v_z$, where $Mv_z^2=2E\cos^2\theta\approx2E$. The landing point is displaced by

$$\delta=\frac12\,\frac{eU}{wM}\,\frac{H^2}{v_z^2}
=\frac{eU\,H^2}{2w\,(2E)}=\frac{eU\,H^2}{4wE},
\qquad
\frac{\delta}{w}=\frac{A^2eU}{4E}.$$

The ion that grazes the near lip marks the shadow edge, so the edge moves back by $\delta$:

$$f_U=A\tan\theta-\frac{A^2eU}{4E}.$$

This requires that ions do not turn round before they reach the floor. Otherwise some would touch the far wall on the way and cast a second shadow beside it. At a distance $\zeta$ below the mouth, the sideways position is $x_0+\zeta\tan\theta-\delta\,\zeta^2/H^2$. Its slope at the floor, $\tan\theta-2\delta/H$, must not be negative, which gives $\delta\le\tfrac12H\tan\theta$.

For $U=0.2$ V,

$$\frac{\delta}{w}=\frac{3600\times0.2}{4\times2000}=0.090 ,$$

or 9.0 nm. This is well below the limit of half the shadow width, 26 nm. The shadowed fraction becomes $0.5236-0.090=0.434$.

If the far wall is negative, the push is reversed. The ions drift further towards the far wall, there is no turning point, and the fraction is $0.5236+0.090=0.614$, valid because it is below 1.

A voltage ten thousand times smaller than the one that accelerated the ions moves the edge by 9 percent of the trench width. The reason is the factor $A^2$. Acting over the whole fall, the field changes the slope of the path by $2\delta/H=A\,eU/(2E)$, which contains one power of $A$. The mean change during the fall is half of this, and it acts over a depth of $A$ widths, which supplies the second power. The charging shift therefore grows faster with aspect ratio than the geometric shadow does, if $U$, $E$ and $\theta$ are held fixed.

### (g) Tapered walls

Let the floor occupy $0<x<b$. The near lip now overhangs the outside of the floor and lies at $x=-(w-b)/2$. The ion that grazes it lands at

$$x=H\tan\theta-\frac{w-b}{2}.$$

Floor points to the left of this are dark. The far wall blocks none of the others, because their lines of sight lean away from it. The shadowed fraction of the floor is

$$f_b=\frac{H\tan\theta-(w-b)/2}{b},$$

set to 0 if the expression is negative and to 1 if it exceeds 1. Here

$$f_b=\frac{52.36-10}{80}=0.5295 .$$

The taper shortens the shadow by 10 nm, but it also shortens the floor by 20 nm, so the fraction hardly changes. This near-equality belongs to tilts that shadow about half the floor. If $H\tan\theta\le(w-b)/2$, the taper removes the shadow altogether.

### (h) The sheath and the real etch

To estimate the sheath thickness, assume a steady sheath without collisions and neglect the electrons in it. Let $\phi$ be the potential drop from the sheath edge, $z$ the distance from that edge, and $T_e$ the electron temperature in volts. Ions enter at the Bohm speed, so the current density is $J=en_s\sqrt{eT_e/M}$. Inside the sheath their speed is $\sqrt{2e\phi/M}$, if the small entry energy is neglected. Poisson's equation is then

$$\phi''=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e\phi}} .$$

Multiply by $\phi'$ and integrate from the edge, where $\phi=\phi'=0$:

$$\frac{\phi'^2}{2}=\frac{2J}{\varepsilon_0}\sqrt{\frac{M}{2e}}\;\phi^{1/2}.$$

Take the square root, divide by $\phi^{1/4}$ and integrate up to the full drop $V$ at $z=s$:

$$\frac43V^{3/4}=2\left(\frac{J}{\varepsilon_0}\right)^{1/2}\left(\frac{M}{2e}\right)^{1/4}s .$$

Solve for $s^2$ and insert $J$. The ion mass cancels:

$$s^2=\frac49\,\frac{\varepsilon_0}{en_s}\sqrt{\frac{2}{T_e}}\,V^{3/2}.$$

With the Debye length $\lambda_D=\sqrt{\varepsilon_0T_e/(en_s)}$ this becomes

$$s=\frac{\sqrt2}{3}\,\lambda_D\left(\frac{2V}{T_e}\right)^{3/4}.$$

For the data given, $\lambda_D=0.0407$ mm and $s=4.2$ mm. The gas density is $p/(k_BT_g)$, so the mean free path for charge exchange is

$$\lambda=\frac{k_BT_g}{p\,\sigma_{cx}}=7.8\ \text{mm}.$$

With a constant cross-section, the chance of crossing the sheath without a collision is $e^{-s/\lambda}$. Counting charge exchange only, the share that collides is

$$1-e^{-4.24/7.77}=0.42 .$$

About four ions in ten are thus not part of the 2000 eV beam. The second digit of 0.42 should not be trusted. Keeping the electrons and the entry speed thickens the sheath to about 4.5 mm and raises the share to about 0.44. The slow ions made by charge exchange add space charge, which thins the sheath to about 4.1 mm and lowers the share to 0.41. The real argon cross-section falls with energy, to roughly $3\times10^{-15}$ cm$^2$ near 1 keV, and this would bring the share down to about one third. In a charge-exchange collision, the fast ion becomes a fast neutral and a slow ion is left behind. The neutral keeps the direction that the ion had at the collision, before the rest of the sheath could act on it, and is not deflected by charged walls. The new ion falls through only the rest of the sheath and arrives with less energy. By part (f), a lower energy means a larger deflection at given $U$. The angular spread depends on temperature as well, and the new ion starts with that of the gas, about 0.026 eV instead of 0.05 eV. By part (e), its spread is therefore wider than that of the beam only if it arrives with less than about 1000 eV.

The dimensions and plasma data are round illustrative values, not those of a particular process. In a real etch, a tilt can arise from a curved sheath near the wafer edge. The real bias also oscillates, so the steady sheath is an estimate. Wall charging moves the shadow edge by 9 percent of the width for 0.2 V, and in proportion for other small voltages. For the values chosen here, this is comparable with the 10 nm shift caused by the taper in part (g). The real wall voltage depends on electron supply and wall conduction, which the model does not contain. It also leaves out the image force, by which even an uncharged wall attracts ions that pass close to it and bends their paths. This force is not small here. At a distance $d$ from a wall of permittivity $\varepsilon$ it acts like a field $\frac{\varepsilon-1}{\varepsilon+1}\,\frac{e}{16\pi\varepsilon_0 d^2}$. For $\varepsilon=3.9$ and $d=10$ nm this is about $2\times10^6$ V/m, as large as the field $U/w$ of part (f), while the sideways kinetic energy $E\sin^2\theta$ is only 0.15 eV. Ions that enter near the near lip are held back and land inside the shadow, so even a parallel beam has no sharp edge. The share that reaches the floor falls from 0.476 to roughly 0.44 to 0.45, while the point of half flux stays near the middle of the floor. The figure of 52 percent is therefore a statement about direct, straight paths. It is not a prediction that etching stops on 52 percent of the floor, since scattered ions, fast neutrals and reactive gas can still arrive there. The numerical output gives the values of the model; the sizes quoted for the effects it neglects are estimates.

## Table of computed values

```
trench width: 100 nm
trench depth: 6000 nm
aspect ratio: 60
beam tilt: 0.5 degrees
beam tilt: 0.0087266 rad
tangent of tilt: 0.0087269
shadow width on floor: 52.36 nm
lit width on floor: 47.64 nm
shadowed fraction, formula: 0.52361
shadowed fraction, sight lines: 0.52360
shadowed fraction, small-angle form: 0.52360
shadowed percentage: 52.4 percent
tilt for full shadow: 0.955 degrees
shadowed fraction at 0.10 degrees: 0.105
shadowed fraction at 0.25 degrees: 0.262
shadowed fraction at 0.75 degrees: 0.785
mirror walls, floor still dark: 0.4764
mirror walls, part of floor refilled: 0.0472
ion energy: 2000 eV
transverse ion temperature: 0.05 eV
angular standard deviation: 0.203 degrees
landing standard deviation: 21.2 nm
blurred relative flux at near wall: 0.0068
blurred relative flux at old edge: 0.5000
blurred relative flux at far wall: 0.9809
floor-mean direct flux, parallel beam: 0.4764
floor-mean direct flux, with spread: 0.4764
voltage across trench: 0.2 V
charging shift of shadow edge: 9.0 nm
shadowed fraction, far wall positive: 0.4336
shadowed fraction, far wall negative: 0.6136
tapered floor width: 80 nm
shadowed fraction with taper: 0.5295
gas pressure: 10 mTorr
gas temperature: 300 K
electron temperature: 3 eV
sheath-edge density: 1.0e+11 cm^-3
exchange cross-section: 4.0e-15 cm^2
Debye length: 0.0407 mm
sheath thickness: 4.24 mm
charge-exchange mean free path: 7.77 mm
share of ions that collide in sheath: 0.42
```
